# Why fast gating restores perfect but not finite contact reactivity

**Question.** A solute diffuses to a reactive sphere and reacts only while it is in an open form; a random gate switches it between this form and an inert, closed one. If every open contact reacts, making the gate faster brings the rate up to that of a solute that is always open. If an open contact reacts with finite probability, the rate stays below its always-open value however fast the gate is. Why does the same gate have two different fast limits?

**Answer.** Two processes compete with the gate near the surface: final escape and reaction. A fast gate outruns escape in both cases. It can outrun reaction only if reaction at an open contact takes time.

### The model and its lengths

Let $R$ be the contact radius and $D$ the relative diffusion constant, equal in both forms. Solutes are independent and feel no force, the sphere is uniformly reactive, and the rate is steady. A fraction $f$ of the solutes far away is open. The gate closes at rate $(1-f)/\tau$ and opens at rate $f/\tau$, so the rates add to $1/\tau$, and $\tau$ is the time over which the gate forgets its state.

An open solute at contact reacts with intrinsic rate constant $\kappa$, which corresponds to a surface speed $v=\kappa/(4\pi R^2)$. Define

$$k_D=4\pi RD,\qquad L=\frac{D}{v}=\frac{Rk_D}{\kappa},\qquad \ell=\sqrt{D\tau}.$$

Perfect contact means $L=0$. The length $\ell$ is the thickness of the layer explored during one gate memory.

### Three times in one layer

Consider a solute at contact and a layer of thickness $w$, with outer radius $b=R+w$. The mean time $T(r)$ spent in the layer, for a start at $r$, obeys $D\nabla^2T=-1$ inside it, since each instant there adds to the total. With a reflecting sphere, $T'(R)=0$, and one integration gives

$$r^2T'=-\frac{r^3-R^3}{3D}.$$

*First exit.* Here $T(b)=0$. A second integration gives

$$T_{\rm exit}=\int_R^b\frac{r^3-R^3}{3Dr^2}\,dr=\frac1D\left[\frac{b^2-R^2}{6}-\frac{R^3}{3}\left(\frac1R-\frac1b\right)\right].$$

For a thin layer the integrand is nearly $(r-R)/D$, so $T_{\rm exit}\approx w^2/2D$. With $w=\ell$ this is $\tau/2$ for every gate with $\ell\ll R$; for $\ell\gg R$ the exact expression tends to $\tau/6$, still a fixed fraction of $\tau$. Comparing the gate time with this first exit therefore cannot distinguish a fast gate from a slow one.

*Total time before final escape.* A solute that leaves the layer usually comes back. Outside, no time is added, so $T=C/r$. Continuity of $r^2T'$ at $b$ gives $C=(b^3-R^3)/(3D)$. Adding $T(b)=C/b$ to the first-exit time, the terms in $R^3/b$ cancel:

$$T_{\rm total}=\frac1D\left[\frac{b^2-R^2}{6}-\frac{R^2}{3}+\frac{b^2}{3}\right]=\frac{b^2-R^2}{2D}=\frac{Rw+w^2/2}{D}.$$

*Reaction.* Hold the gate open and seal the outer edge. The boundary conditions become $T'(b)=0$ and $DT'(R)=vT(R)$. Integrating $D\nabla^2T=-1$ over the layer volume $V_w$ gives $4\pi R^2DT'(R)=V_w$, hence

$$T_{\rm react}=\frac{V_w}{\kappa}\approx\frac{4\pi R^2w}{\kappa}=\frac{wL}{D}.$$

Now set $w=\ell$, with $\ell\ll R$. To leading order,

$$\text{gate}:\text{reaction}:\text{escape}=\frac{\ell^2}{D}:\frac{\ell L}{D}:\frac{\ell R}{D}=\ell:L:R.$$

All three times shrink as the gate speeds up, but the gate time shrinks fastest. Once $\ell\ll R$, the gate is renewed many times before the solute escapes. Once $\ell\ll L$ as well, it is also renewed many times before the solute reacts, and the surface feels only the average gate. For $L=0$ the second condition can never be met.

### What happens at a contact

*Perfect surface, closed gate.* Let $p_o(r)$ and $p_c(r)$ be the probabilities of eventual reaction from the open and closed forms. They obey

$$D\nabla^2p_o+\frac{1-f}{\tau}(p_c-p_o)=0,\qquad D\nabla^2p_c+\frac f\tau(p_o-p_c)=0.$$

Weighting these by $f$ and $1-f$ cancels the gate terms, so the mean is $fp_o+(1-f)p_c=MR/r$. Subtracting them shows that $u=p_o-p_c$ obeys $D\nabla^2u=u/\tau$. Its decaying solution is proportional to $e^{-(r-R)/\ell}/r$, so at contact

$$u'(R)=-\frac{u(R)}{\delta},\qquad \frac1\delta=\frac1\ell+\frac1R,\qquad \delta=\frac{R\ell}{R+\ell}.$$

The length $\delta$ is the boundary layer of the gate: $\ell$ for a fast gate, $R$ for a slow one. Since $p_c=MR/r-fu$, the reflecting condition $p_c'(R)=0$ gives $u(R)=M\delta/(fR)$. An open contact reacts, so $1=p_o(R)=M+(1-f)u(R)$, which fixes $M$. The probability of escape after a closed contact is then

$$1-p_c(R)=u(R)=\frac{\delta}{fR+(1-f)\delta}.$$

It vanishes as $\delta\to0$. A solute that arrives closed is still nearby when its gate opens, and its next open contact is fatal.

*Finite surface, open gate.* Start at contact and hold the gate open for one memory, a random time with exponential distribution and mean $\tau$. The probability $p(r)$ of reacting within it obeys $D\nabla^2p=p/\tau$, so $p'(R)=-p(R)/\delta$. The surface condition is $Dp'(R)=-v[1-p(R)]$. With $v=D/L$,

$$\frac{p(R)}{\delta}=\frac{1-p(R)}{L}\quad\Longrightarrow\quad p(R)=\frac{\delta}{L+\delta}.$$

For $L>0$ this vanishes for a fast gate, so reaction needs many gate memories. For $L=0$ it equals one at every $\tau$.

### The rate

Let $c_o$ and $c_c$ be the open and closed densities divided by the total bulk density. In the steady state

$$D\nabla^2c_o-\frac{q}{\tau}=0,\qquad D\nabla^2c_c+\frac{q}{\tau}=0,\qquad q=(1-f)c_o-fc_c.$$

At contact $4\pi R^2Dc_o'=\kappa c_o=k$ and $c_c'=0$, where $k$ is the rate constant. Far away $c_o=f$ and $c_c=1-f$.

The sum $s=c_o+c_c$ obeys Laplace's equation and carries the flux $k$, so $s=1-(k/k_D)R/r$. Multiplying the first equation by $1-f$, the second by $f$, and subtracting gives $D\nabla^2q=q/\tau$, so $q'(R)=-q(R)/\delta$. The boundary conditions also give $q'(R)=(1-f)k/(4\pi R^2D)$. Therefore

$$q(R)=-(1-f)\frac{k}{k_D}\frac{\delta}{R}.$$

The minus sign means that reaction leaves too few open solutes near the surface. Because $c_o=fs+q$, the condition $k=\kappa c_o(R)$ reads

$$\frac k\kappa=f\left(1-\frac{k}{k_D}\right)-(1-f)\frac{k}{k_D}\frac{\delta}{R}.$$

Multiplying by $k_D/(fk)$ and using $k_D/\kappa=L/R$,

$$\boxed{\frac{k_D}{k}=1+\frac{L}{fR}+\frac{1-f}{f}\frac{\delta}{R}}$$

The three terms describe transport, averaged reaction and the lag of the gate. A fast gate removes the last term:

$$k\to k_D\quad(L=0),\qquad k\to\frac{k_Df\kappa}{k_D+f\kappa}\quad(L>0).$$

For a slow gate $\delta\to R$, and the right side becomes $(1+L/R)/f$. Both surfaces then give $f$ times their always-open rate. If instead $L\gg R$, the middle term dominates and $k\approx f\kappa$ at any gate speed.

The two fast limits do not contradict each other: as $L\to0$ the second becomes the first, and the limits of $k$ may be taken in either order. The order matters for the surface reactivity, defined by $1/\kappa_{\rm eff}=1/k-1/k_D$. The boxed result gives

$$\kappa_{\rm eff}=\frac{f\kappa}{1+(1-f)\delta/L}.$$

If $\tau\to0$ first, $\kappa_{\rm eff}/\kappa\to f$; if $L\to0$ first, it tends to zero. Since $k=\kappa_{\rm eff}s(R)=\kappa c_o(R)$, the ratio $\kappa_{\rm eff}/(f\kappa)$ is the open fraction at contact relative to that in the bulk.

A numerical solution of the two-state equations agreed with the boxed result to two parts in $10^4$ for $f=0.05$, 0.2 and 0.7, $\tau=0.01$, 1 and 300 ns, and $L=0$, 0.3 and 12 nm, with $R=5$ nm and $D=1$ nm²/ns.

### Numbers

Keep $R=5$ nm and $D=1$ nm²/ns, and take $f=0.2$ with either $L=0$ or $L=1$ nm. Then $k_D=62.8$ nm³/ns, or $3.78\times10^{10}$ L/(mol s). For $\tau=1$ ns, $\ell=1$ nm and $\delta=5/6=0.833$ nm. The lag term is $4\times0.833/5=0.667$, and the averaged-reaction term for $L=1$ nm is $1/(0.2\times5)=1$. Hence

$$\frac{k}{k_D}=\frac1{1.667}=0.600\ \text{(perfect)},\qquad \frac{k}{k_D}=\frac1{2.667}=0.375\ \text{(finite)}.$$

| $\tau$ (ns) | perfect $k/k_D$ | finite $k/k_D$ |
|---|---|---|
| slow limit | 0.200 | 0.167 |
| 10 | 0.392 | 0.282 |
| 0.1 | 0.808 | 0.447 |
| fast limit | 1.000 | 0.500 |
| always open | 1.000 | 0.833 |

At $\tau=0.1$ ns the layer has $\ell=0.32$ nm. First exit takes 0.048 ns, reaction at the finite surface 0.34 ns, and the total stay before escape is 1.6 ns. The gate is faster than both competitors, and the open fraction at the finite surface is 81% of its bulk value. At $\tau=10$ ns reaction takes 5.6 ns, less than the gate memory, and the open fraction at the surface falls to 39% of its bulk value. These percentages match the perfect column of the table because $fR=L$ for the chosen numbers.

The perfect surface approaches its limit slowly: $k_D/k-1=(1-f)\delta/(fR)$ falls as $\sqrt\tau$. The condition is $(1-f)\delta\ll fR$, so a rarely open gate must be faster still. After a closed contact, the escape probability is 0.50 at 1 ns and 0.24 at 0.1 ns.

### A solute and a colloidal catalyst in water

The chosen $R$ and $D$ roughly suit a small neutral solute and a catalyst particle about ten nanometres across in water near room temperature. The Stokes–Einstein estimate, with a solute radius of 0.25 nm and a viscosity of 0.9 mPa s, gives $D\approx1.0$ nm²/ns. The values of $f$, $\tau$ and $L$ are choices. In particular, $L=1$ nm means $v=1$ m/s, a very active surface. At $v=1$ cm/s, $L=100$ nm and the fast-gate rate exceeds the slow-gate rate by only 4%; the gate speed then hardly matters, and $k\approx f\kappa$.

Of the effects sized here, the largest is the slowing of diffusion close to the surface. A planar-wall, no-slip continuum estimate, rough at gaps smaller than a solvent molecule, with a chosen closest gap of 0.1 nm reduces $D$ at contact to about 0.27 of its bulk value. With $\kappa$ and $\tau=0.1$ ns held fixed, $k/k_D$ drops from 0.81 to 0.64 for perfect contact and from 0.45 to 0.39 for finite contact, where $k_D$ keeps the bulk $D$. These values depend on the gap: for gaps from 0.03 to 0.3 nm they run from 0.57 to 0.70 for perfect contact and from 0.36 to 0.41 for finite contact, and at the widest gap the finite drop is about as large as the zone effect that follows. With the bulk $D$ everywhere, spreading the same $\kappa$ over a zone 0.3 nm wide raises the finite value from 0.45 to 0.48. Charges, patchy surfaces and a gate altered by the surface are not sized.

Perfect contact is itself an idealization. For solutes of mass 100 u, the thermal rate of strikes per unit area of surface, divided by the solute density, is about 63 m/s. This sets the scale of the largest possible $v$, to within a factor of about two. Using it for $v$ gives $L\approx0.016$ nm, and the fast limit becomes about $0.98\,k_D$ instead of $k_D$. The gate would have to be faster than about $L^2/D=0.25$ ps to show this averaging clearly. Continuum diffusion is already doubtful below about 0.09 ns, where $\ell$ is smaller than a solvent molecule of about 0.3 nm. For the rate itself, perfect contact remains a good approximation at every gate speed within the diffusion model, because $L/(fR)=0.016$ is small. What it misses is the mechanism at extreme gate speeds, where an open contact is no longer almost sure to react before the gate closes.

## Table of computed values

```
R = 5.0 nm, D = 1.0 nm^2/ns, f = 0.2
finite contact: L = 1.0 nm, kappa/kD = 5.0
surface speed D/L = 1.0 m/s
kD = 62.83 nm^3/ns = 3.784e+10 L/(mol s)
R^2/D = 25.0 ns, L^2/D = 1.0 ns
Limits of k/kD (dimensionless)
 perfect: slow 0.2000, fast 1.0000, ungated 1.0000
 finite: slow 0.1667, fast 0.5000, ungated 0.8333
finite fast k = 1.892e+10 L/(mol s)
tau/ns, ell/nm, delta/nm, k/kD perfect, k/kD finite
 10000  100.0000  4.7619  0.2079  0.1721
 100  10.0000  3.3333  0.2727  0.2143
 10  3.1623  1.9371  0.3922  0.2817
 1  1.0000  0.8333  0.6000  0.3750
 0.1  0.3162  0.2974  0.8078  0.4468
 0.001  0.0316  0.0314  0.9755  0.4938
tau/ns, P(react in one memory, open) finite, kappa_eff/(f kappa)
 10000  0.8264  0.2079
 100  0.7692  0.2727
 10  0.6595  0.3922
 1  0.4545  0.6000
 0.1  0.2292  0.8078
 0.001  0.0305  0.9755
tau/ns, P(escape from closed contact) perfect
 10  0.7597
 1  0.5000
 0.1  0.2403
 0.001  0.0307
Layer of thickness ell, times in ns:
 tau, first exit, reaction (L = 1 nm), total before escape
 10  3.71  5.58  20.8
 1  0.444  1.21  5.5
 0.1  0.048  0.337  1.63
 0.001  0.000498  0.0318  0.159
half saturation: delta = 1.250 nm, ell = 1.667 nm, tau = 2.778 ns
fitted power of tau in kD/k - 1, perfect: 0.4996
Neglected effects (rough inputs)
 T = 298.15 K, viscosity = 0.9 mPa s
 solute radius 0.25 nm, mass 100 u, solvent size 0.3 nm
 Stokes-Einstein relative D = 1.022 nm^2/ns
 gate time with ell = solvent size: 0.090 ns
 one-way thermal speed 62.8 m/s, least L = 0.0159 nm
 L_min^2/D = 0.253 ps, fast k/kD at least L = 0.9843
 wall slowing, closest gap 0.1 nm: D ratio at contact 0.268
 ungated k/kD with slowing: perfect 0.852, finite 0.728
 tau 10 ns with slowing: perfect 0.310, finite 0.237
 tau 0.1 ns with slowing: perfect 0.638, finite 0.389
 tau 10 ns, zone 0.3 nm wide: finite 0.2978
 tau 0.1 ns, zone 0.3 nm wide: finite 0.4778
```
